# Lattice Contribution to the In-Plane Sheet Polarizability of Monolayer hBN: a program that tests the result

```python
"""Lattice part of the static in-plane sheet polarizability of monolayer hBN.

Result under test:
    chi_lat = Z^2 e^2 / (eps0 mu omega_TO^2 A),  alpha_lat = chi_lat / (4 pi)
chi_lat  : sheet susceptibility (length), P = eps0 chi E, P = dipole per area,
           E = total in-plane macroscopic field
alpha_lat: the same response in Gaussian units (length)
Z        : in-plane Born charge in units of e, +Z on B and -Z on N
mu       : reduced mass of B and N;  A : area of the primitive cell
omega_TO : angular frequency of the transverse optical mode at zero field
r = chi/2: screening length of the sheet
Lattice model used for tests: nearest-neighbour Morse bonds, in eV and angstrom.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.optimize import fsolve

# Inputs
born_charge = 2.7
wavenumber_TO = 1370.0          # 1/cm
lattice_constant = 2.50         # angstrom
mass_B, mass_N = 10.81, 14.007  # atomic mass units
morse_parameter = 2.0           # 1/angstrom, rough
electronic_length = 7.0         # angstrom, rough electronic chi/2
modulation_period = 10.0        # nm
temperature = 300.0             # K

e, eps0, amu = sc.e, sc.epsilon_0, sc.atomic_mass
ANG = sc.angstrom
volt_angstrom = e / eps0 / ANG              # e/eps0 in V angstrom
rate_unit = np.sqrt(e / ANG**2 / amu)       # sqrt(eV/angstrom^2/u) in rad/s


def omega_from_wavenumber(wavenumber):
    return 2 * np.pi * sc.c * 100 * wavenumber


def chi_formula(charge, wavenumber, a, m1, m2):
    """Derived formula in SI; returns angstrom."""
    mu = m1 * m2 / (m1 + m2) * amu
    area = np.sqrt(3) / 2 * (a * ANG)**2
    omega = omega_from_wavenumber(wavenumber)
    return (charge * e)**2 / (eps0 * mu * omega**2 * area) / ANG


area = np.sqrt(3) / 2 * lattice_constant**2
reduced_mass = mass_B * mass_N / (mass_B + mass_N)
omega_TO = omega_from_wavenumber(wavenumber_TO)
stiffness = reduced_mass * amu * omega_TO**2
chi_lat = chi_formula(born_charge, wavenumber_TO, lattice_constant,
                      mass_B, mass_N)
alpha_lat = chi_lat / (4 * np.pi)
r_lat = chi_lat / 2

# Atomistic cell: one B with three N neighbours
bond_length = lattice_constant / np.sqrt(3)
angles = np.array([0, 2 * np.pi / 3, 4 * np.pi / 3])
bonds = bond_length * np.column_stack([np.cos(angles), np.sin(angles)])


def gradient(relative, bond_stiffness):
    """Energy gradient with respect to u_B - u_N, eV/angstrom."""
    vectors = bonds - relative
    lengths = np.linalg.norm(vectors, axis=1)
    decay = np.exp(-morse_parameter * (lengths - bond_length))
    slope = bond_stiffness / morse_parameter * (1 - decay) * decay
    return -(slope / lengths) @ vectors


def hessian(bond_stiffness, step=1e-4):
    """Finite-difference Hessian in (B_x, B_y, N_x, N_y)."""
    matrix = np.zeros((4, 4))
    for column in range(4):
        shift = np.zeros(4)
        shift[column] = step
        relative = shift[:2] - shift[2:]
        g = (gradient(relative, bond_stiffness)
             - gradient(-relative, bond_stiffness)) / (2 * step)
        matrix[:, column] = np.concatenate([g, -g])
    return (matrix + matrix.T) / 2


def mode_wavenumbers(matrix, m1, m2):
    root = np.sqrt(np.array([m1, m1, m2, m2]))
    values = np.linalg.eigvalsh(matrix / np.outer(root, root))
    return (np.sqrt(np.clip(values, 0, None)) * rate_unit
            / (2 * np.pi * sc.c * 100))


def relaxed_displacement(field, bond_stiffness):
    """u_B - u_N at force balance; field in V/angstrom."""
    return fsolve(lambda s: gradient(s, bond_stiffness) - born_charge * field,
                  np.zeros(2), xtol=1e-11)


# Bond stiffness is set through the diagonalized frequency
trial = 30.0
found = mode_wavenumbers(hessian(trial), mass_B, mass_N)[-1]
bond_stiffness = trial * (wavenumber_TO / found)**2
H = hessian(bond_stiffness)

# Test: relaxed dipole against formula, two directions and two mass pairs
small_field = 1e-3
chi_relaxed = []
for direction in np.eye(2):
    plus = relaxed_displacement(small_field * direction, bond_stiffness)
    minus = relaxed_displacement(-small_field * direction, bond_stiffness)
    response = (plus - minus) @ direction / (2 * small_field)
    chi_relaxed.append(volt_angstrom * born_charge * response / area)
other_masses = (20.0, 5.0)
for masses in [(mass_B, mass_N), other_masses]:
    modes = mode_wavenumbers(H, *masses)
    assert abs(modes[3] / modes[2] - 1) < 1e-5
    predicted = chi_formula(born_charge, modes[3], lattice_constant, *masses)
    for value in chi_relaxed:
        assert abs(value / predicted - 1) < 1e-5
wavenumber_other = mode_wavenumbers(H, *other_masses)[-1]
assert abs(wavenumber_other / wavenumber_TO - 1) > 0.05

# Test: Gaussian value computed throughout in CGS units
charge_esu = e * sc.c * 10
alpha_cgs = ((born_charge * charge_esu)**2
             / (reduced_mass * amu * 1e3 * omega_TO**2 * area * 1e-16)) * 1e8
assert abs(alpha_cgs / alpha_lat - 1) < 1e-7
assert abs(alpha_lat - 0.46) < 0.005

# Test: thermal dipole of a quantum oscillator in a field
quantum = sc.hbar * omega_TO / e
zero_point = np.sqrt(sc.hbar / (2 * reduced_mass * amu * omega_TO)) / ANG
levels = 80
ladder = np.diag(np.sqrt(np.arange(1, levels)), 1)
position = zero_point * (ladder + ladder.T)
test_field = 0.01
energies, states = np.linalg.eigh(
    np.diag(quantum * (np.arange(levels) + 0.5))
    - born_charge * test_field * position)
mean_positions = np.einsum('ij,ik,kj->j', states, position, states)
for T in (temperature, 1500.0):
    weights = np.exp(-(energies - energies[0]) * e / (sc.k * T))
    mean = weights @ mean_positions / weights.sum()
    chi_quantum = volt_angstrom * born_charge * mean / (test_field * area)
    assert abs(chi_quantum / chi_lat - 1) < 1e-6

# Test: driven lattice at finite frequency
mass_matrix = np.diag([mass_B, mass_B, mass_N, mass_N])
charges_x = born_charge * np.array([1.0, 0.0, -1.0, 0.0])
enhancement = {}
for terahertz in (1.0, 10.0):
    omega = 2 * np.pi * terahertz * 1e12
    u = np.linalg.solve(H - (omega / rate_unit)**2 * mass_matrix, charges_x)
    chi_driven = volt_angstrom * charges_x @ u / area
    enhancement[terahertz] = 1 / (1 - (omega / omega_TO)**2)
    assert abs(chi_driven / (chi_lat * enhancement[terahertz]) - 1) < 1e-5

# Test: field of a polarization wave P cos(qx), summed over line charges
q = 2 * np.pi / (modulation_period * 10)    # 1/angstrom
near = quad(lambda t: np.sinc(t / np.pi), 0, 1)[0]
far = quad(lambda t: 1 / t, 1, np.inf, weight='sin', wvar=1)[0]
field_quadrature = -q / np.pi * (near + far)     # in units of P/eps0
assert abs(field_quadrature / (-q / 2) - 1) < 1e-6

# Test: LO mode with the self-consistent field found by iteration
chi_el = 2 * electronic_length


def induced_field(ionic_dipole, wavevector):
    field = 0.0
    for _ in range(200):
        field = -wavevector / 2 * (volt_angstrom * ionic_dipole / area
                                   + chi_el * field)
    return field


def longitudinal_wavenumber(wavevector):
    matrix = H.copy()
    for column in range(4):
        matrix[:, column] -= charges_x * induced_field(charges_x[column],
                                                       wavevector)
    return mode_wavenumbers(matrix, mass_B, mass_N)[-1]


wavenumber_LO = wavenumber_TO * np.sqrt(
    1 + q * r_lat / (1 + q * electronic_length))
assert abs(longitudinal_wavenumber(q) / wavenumber_LO - 1) < 1e-5
assert abs(longitudinal_wavenumber(1e-7) / wavenumber_TO - 1) < 1e-5

# Test: response to an applied field of finite period
total_field = 1.0
for _ in range(400):
    total_field = 1.0 + field_quadrature * (chi_relaxed[0] + chi_el) * total_field
depolarization = 1 / (1 + q * (r_lat + electronic_length))
assert abs(total_field / depolarization - 1) < 1e-5

# Sizes for the example
field_1 = 1e8                                # V/m, equal to 1 MV/cm
displacement = born_charge * e * field_1 / stiffness / ANG
relaxed_1 = (relaxed_displacement(np.array([0.01, 0.0]), bond_stiffness)[0]
             - relaxed_displacement(np.array([-0.01, 0.0]), bond_stiffness)[0]) / 2
assert abs(relaxed_1 / displacement - 1) < 1e-3
sheet_polarization = eps0 * chi_lat * ANG * field_1
nonlinear = []
for sign in (1, -1):
    strong = relaxed_displacement(np.array([0.1 * sign, 0.0]), bond_stiffness)[0]
    nonlinear.append(100 * (strong / (10 * sign * displacement) - 1))
assert max(np.abs(nonlinear)) < 5


def alpha_of(charge, wavenumber, a):
    return chi_formula(charge, wavenumber, a, mass_B, mass_N) / (4 * np.pi)


alpha_low = alpha_of(born_charge - 0.05, wavenumber_TO + 5,
                     lattice_constant + 0.005)
alpha_high = alpha_of(born_charge + 0.05, wavenumber_TO - 5,
                      lattice_constant - 0.005)
alpha_el = chi_el / (4 * np.pi)
occupation = 1 / np.expm1(quantum * e / (sc.k * temperature))

print(f"Born charge: {born_charge:.1f} e")
print(f"TO wavenumber: {wavenumber_TO:.0f} 1/cm")
print(f"lattice constant: {lattice_constant:.2f} angstrom")
print(f"mass of B: {mass_B:.2f} u")
print(f"mass of N: {mass_N:.3f} u")
print(f"reduced mass: {reduced_mass:.4f} u")
print(f"reduced mass in SI: {reduced_mass * amu:.4e} kg")
print(f"cell area: {area:.4f} angstrom^2")
print(f"TO angular frequency: {omega_TO:.4e} rad/s")
print(f"stiffness K: {stiffness:.1f} N/m")
print(f"sheet susceptibility chi_lat: {chi_lat:.3f} angstrom")
print(f"Gaussian polarizability alpha_lat: {alpha_lat:.4f} angstrom")
print(f"same, computed in CGS: {alpha_cgs:.4f} angstrom")
print(f"same, relaxed lattice, x: {chi_relaxed[0]/(4*np.pi):.4f} angstrom")
print(f"same, relaxed lattice, y: {chi_relaxed[1]/(4*np.pi):.4f} angstrom")
print(f"lattice screening length r_lat: {r_lat:.3f} angstrom")
print(f"test masses: {other_masses[0]:.0f} and {other_masses[1]:.0f} u")
print(f"TO wavenumber with test masses: {wavenumber_other:.0f} 1/cm")
print(f"displacement at 1 MV/cm: {displacement:.3e} angstrom")
print(f"bond length: {bond_length:.3f} angstrom")
print(f"lattice sheet polarization at 1 MV/cm: {sheet_polarization:.3e} C/m")
print(f"alpha_lat, low end of input rounding: {alpha_low:.3f} angstrom")
print(f"alpha_lat, high end of input rounding: {alpha_high:.3f} angstrom")
print(f"rough electronic screening length: {electronic_length:.1f} angstrom")
print(f"rough electronic alpha: {alpha_el:.2f} angstrom")
print(f"rough total alpha: {alpha_el + alpha_lat:.2f} angstrom")
print(f"lattice share of total: {100*alpha_lat/(alpha_el+alpha_lat):.0f} %")
print(f"rough Morse parameter: {morse_parameter:.1f} 1/angstrom")
print(f"response change at +10 MV/cm: {nonlinear[0]:+.2f} %")
print(f"response change at -10 MV/cm: {nonlinear[1]:+.2f} %")
print(f"response change at 1 THz: {100*(enhancement[1.0]-1):+.3f} %")
print(f"response change at 10 THz: {100*(enhancement[10.0]-1):+.2f} %")
print(f"phonon energy: {quantum:.4f} eV")
print(f"thermal occupation at {temperature:.0f} K: {occupation:.2e}")
print(f"zero-point rms of u_B - u_N, one axis: {zero_point:.4f} angstrom")
print(f"period of applied field: {modulation_period:.0f} nm")
print(f"wavevector q: {q:.5f} 1/angstrom")
print(f"total field / applied field at q: {depolarization:.3f}")
print(f"LO wavenumber at q, no spring dispersion: {wavenumber_LO:.0f} 1/cm")
print(f"dispersion scale (q a)^2: {(q*lattice_constant)**2:.4f}")
print("every check passed")
```

Printed output:

```
Born charge: 2.7 e
TO wavenumber: 1370 1/cm
lattice constant: 2.50 angstrom
mass of B: 10.81 u
mass of N: 14.007 u
reduced mass: 6.1013 u
reduced mass in SI: 1.0131e-26 kg
cell area: 5.4127 angstrom^2
TO angular frequency: 2.5806e+14 rad/s
stiffness K: 674.7 N/m
sheet susceptibility chi_lat: 5.787 angstrom
Gaussian polarizability alpha_lat: 0.4605 angstrom
same, computed in CGS: 0.4605 angstrom
same, relaxed lattice, x: 0.4605 angstrom
same, relaxed lattice, y: 0.4605 angstrom
lattice screening length r_lat: 2.894 angstrom
test masses: 20 and 5 u
TO wavenumber with test masses: 1692 1/cm
displacement at 1 MV/cm: 6.412e-04 angstrom
bond length: 1.443 angstrom
lattice sheet polarization at 1 MV/cm: 5.124e-13 C/m
alpha_lat, low end of input rounding: 0.439 angstrom
alpha_lat, high end of input rounding: 0.483 angstrom
rough electronic screening length: 7.0 angstrom
rough electronic alpha: 1.11 angstrom
rough total alpha: 1.57 angstrom
lattice share of total: 29 %
rough Morse parameter: 2.0 1/angstrom
response change at +10 MV/cm: -1.27 %
response change at -10 MV/cm: +1.32 %
response change at 1 THz: +0.059 %
response change at 10 THz: +6.30 %
phonon energy: 0.1699 eV
thermal occupation at 300 K: 1.40e-03
zero-point rms of u_B - u_N, one axis: 0.0449 angstrom
period of applied field: 10 nm
wavevector q: 0.06283 1/angstrom
total field / applied field at q: 0.617
LO wavenumber at q, no spring dispersion: 1454 1/cm
dispersion scale (q a)^2: 0.0247
every check passed
```
